# Phase and loss from crystallizing a thin film on a waveguide: verification in Python

```python
"""Result under test: crystallizing a thin film (permittivity ea -> ec) on a planar
waveguide changes the complex mode index N = beta/k0, to first order in thickness, by
  TE: dN = Int_film (ec-ea) u^2 / (2 N Int u^2),                         u = E_y
  TM: dN = Int_film [(ec-ea) w^2 - N^2 (1/ec-1/ea) u^2] / (2 N Int u^2/eps),
      u = H_y, w = u'/eps,
with u, w the mode of the amorphous guide. Fields vary as exp(i beta z - i omega t),
so Im N > 0 is loss. Lengths inside the solver are in units of 1/k0.
A layer is (tangential permittivity, inverse normal permittivity, thickness)."""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import eigs

wavelength = 1550.0                       # nm
k0 = 2 * np.pi / wavelength               # 1/nm
n_si, n_ox, n_air = 3.48, 1.444, 1.0
n_am, n_cr = 4.0 + 0.05j, 6.0 + 0.9j      # rough typical Ge2Sb2Te5 values
core_nm, film_nm, cell_nm = 220.0, 5.0, 2000.0
gx, gw = np.polynomial.legendre.leggauss(24)
nodes, weights = (gx + 1) / 2, gw / 2


def iso(n, nm=0.0):
    e = complex(n) ** 2
    return (e, 1 / e, nm * k0)


def coefficients(layer, N, pol):
    """u' = p w and w' = q u inside one layer."""
    if pol == "TE":
        return 1.0, N * N - layer[0]
    return layer[0], N * N * layer[1] - 1


def fields(stack, N, pol):
    p, q = coefficients(stack[0], N, pol)
    g = np.sqrt(p * q + 0j)
    u, w = 1 + 0j, g / p
    low, inner = (u, w, g), []
    for layer in stack[1:-1]:
        p, q = coefficients(layer, N, pol)
        g, d = np.sqrt(p * q + 0j), layer[2]
        c, s = np.cosh(g * nodes * d), np.sinh(g * nodes * d) / g
        inner.append((u * c + p * w * s, w * c + q * u * s))
        c, s = np.cosh(g * d), np.sinh(g * d) / g
        u, w = u * c + p * w * s, w * c + q * u * s
    p, q = coefficients(stack[-1], N, pol)
    g = np.sqrt(p * q + 0j)
    return low, inner, (u, w, g), w + g * u / p


def integrals(A, NA, B, NB, pol, conj=False):
    """Layer-by-layer integrals of uA uB and wA wB (B conjugated on request)."""
    fa, fb = fields(A, NA, pol), fields(B, NB, pol)
    z = np.conj if conj else (lambda v: v)
    IU, IW = [], []

    def tail(a, b):
        total = a[2] + z(b[2])
        IU.append(a[0] * z(b[0]) / total)
        IW.append(a[1] * z(b[1]) / total)

    tail(fa[0], fb[0])
    for layer, a, b in zip(A[1:-1], fa[1], fb[1]):
        IU.append(layer[2] * np.sum(weights * a[0] * z(b[0])))
        IW.append(layer[2] * np.sum(weights * a[1] * z(b[1])))
    tail(fa[2], fb[2])
    return np.array(IU), np.array(IW)


def refine(stack, N, pol):
    """Complex secant search for the matching condition at the top boundary."""
    a, b = N, N * (1 + 1e-5)
    fa, fb = fields(stack, a, pol)[3], fields(stack, b, pol)[3]
    for _ in range(60):
        if fb == fa:
            return b
        new = b - fb * (b - a) / (fb - fa)
        a, fa, b = b, fb, new
        fb = fields(stack, b, pol)[3]
        if abs(b - a) < 1e-12:
            return b
    raise RuntimeError("mode search did not converge")


def real_root(stack, pol):
    """Fundamental mode of a lossless stack: the largest real root."""
    top = max(np.sqrt(s[0].real) for s in stack[1:-1] if s[2] > 0)
    bottom = max(np.sqrt(stack[0][0].real), np.sqrt(stack[-1][0].real))
    grid = np.linspace(top - 1e-6, bottom + 1e-6, 500)
    f = lambda N: fields(stack, N, pol)[3].real
    values = [f(N) for N in grid]
    for i in range(len(grid) - 1):
        if values[i] * values[i + 1] < 0:
            return brentq(f, grid[i + 1], grid[i], xtol=1e-14)
    raise RuntimeError("no guided mode")


def mode(stack, pol, film=2, steps=14):
    """Follow the fundamental mode while the film grows from zero thickness."""
    def grown(x):
        s = list(stack)
        s[film] = (s[film][0], s[film][1], s[film][2] * x)
        return s
    N = complex(real_root(grown(0.0), pol))
    for i in range(1, steps + 1):
        N = refine(grown(i / steps), N, pol)
    return N


def guide(n_film, nm, silicon=n_si, cap=0.0):
    s = [iso(n_ox), iso(silicon, core_nm), iso(n_film, nm)]
    return s + ([iso(n_ox, cap)] if cap else []) + [iso(n_air)]


def columns(stack):
    return np.array([s[0] for s in stack]), np.array([s[1] for s in stack])


def slope(ref, N, d_eps, d_eta, pol):
    IU, IW = integrals(ref, N, ref, N, pol)
    if pol == "TE":
        return np.sum(d_eps * IU) / (2 * N * np.sum(IU))
    eta = columns(ref)[1]
    return np.sum(d_eps * IW - N**2 * d_eta * IU) / (2 * N * np.sum(eta * IU))


def compare(A, C, pol, film=2):
    """Layer solution, first order from amorphous end, mean of both ends."""
    NA, NC = mode(A, pol, film), mode(C, pol, film)
    (ea, ha), (ec, hc) = columns(A), columns(C)
    first = slope(A, NA, ec - ea, hc - ha, pol)
    last = slope(C, NC, ec - ea, hc - ha, pol)
    return NA, NC, NC - NA, first, (first + last) / 2


def old_field_rule(A, NA, C):
    """TM estimate that keeps the old electric field, normal part included."""
    IU, IW = integrals(A, NA, A, NA, "TM")
    (ea, ha), ec = columns(A), columns(C)[0]
    return np.sum((ec - ea) * (IW + NA**2 * ha**2 * IU)) / (2 * NA * np.sum(ha * IU))


results = {}
for pol in ("TE", "TM"):
    A, C = guide(n_am, film_nm), guide(n_cr, film_nm)
    results[pol] = compare(A, C, pol)
    NA, NC, exact, first, mean = results[pol]
    # the followed root does not depend on the number of growth steps
    assert abs(mode(C, pol, steps=45) - NC) < 1e-9
    # reciprocity identity between two different lossy guides
    IU, IW = integrals(A, NA, C, NC, pol)
    (ea, ha), (ec, hc) = columns(A), columns(C)
    if pol == "TE":
        identity = np.sum((ec - ea) * IU) / ((NA + NC) * np.sum(IU))
    else:
        identity = (np.sum((ec - ea) * (IW + NA * NC * ha * hc * IU))
                    / np.sum((NA * ha + NC * hc) * IU))
    assert abs(identity / exact - 1) < 1e-8
    # decay of power equals absorbed power in the crystalline guide
    PU, PW = (v.real for v in integrals(C, NC, C, NC, pol, conj=True))
    if pol == "TE":
        decay = np.sum(ec.imag * PU) / (NC.real * np.sum(PU))
    else:
        decay = (np.sum(ec.imag * (PW + abs(NC * hc)**2 * PU))
                 / np.sum((NC * hc).real * PU))
    assert abs(decay / (2 * NC.imag) - 1) < 1e-8
    # slopes summed along the uniaxial path give the finite change
    A2, C2 = guide(n_am, 2.0), guide(n_cr, 2.0)
    (ea, ha), (ec, hc) = columns(A2), columns(C2)
    total = 0
    for s, weight in zip(nodes, weights):
        S = list(A2)
        S[2] = (ea[2] + s * (ec[2] - ea[2]), ha[2] + s * (hc[2] - ha[2]), 2.0 * k0)
        total += weight * slope(S, mode(S, pol), ec - ea, hc - ha, pol)
    assert abs(total / (mode(C2, pol) - mode(A2, pol)) - 1) < 1e-6

# orders of the errors in thickness (mathematical limit, thinner than an atom)
orders = {}
for pol in ("TE", "TM"):
    err = []
    for t in (0.05, 0.10):
        _, _, exact, first, mean = compare(guide(n_am, t), guide(n_cr, t), pol)
        err.append((abs(first - exact), abs(mean - exact)))
    orders[pol] = [np.log2(err[1][i] / err[0][i]) for i in (0, 1)]
    assert abs(orders[pol][0] - 2) < 0.1 and abs(orders[pol][1] - 3) < 0.1

# film buried at the centre of a TM core: the normal electric field dominates
buried = [[iso(n_ox), iso(n_si, 110), iso(n, 0.1), iso(n_si, 110), iso(n_ox)]
          for n in (n_am, n_cr)]
NB, _, exact_b, first_b, _ = compare(buried[0], buried[1], "TM")
naive_b = old_field_rule(buried[0], NB, buried[1])
contrast = (n_cr / n_am) ** 2
assert abs(first_b / exact_b - 1) < 0.02
assert abs(naive_b / exact_b - contrast) < 0.05 * abs(contrast)


def finite_difference_index(n_film, h_nm=0.5):
    """TE mode index from the discretized wave equation, no layer matching."""
    parts = [(n_ox, 1500), (n_si, core_nm), (n_film, film_nm), (n_air, 1000)]
    eps = np.concatenate([np.full(int(round(d / h_nm)), complex(n)**2)
                          for n, d in parts])
    h2 = (h_nm * k0) ** 2
    off = np.full(len(eps) - 1, 1 / h2, dtype=complex)
    M = diags([off, eps - 2 / h2, off], [-1, 0, 1], format="csc")
    value = eigs(M, k=1, sigma=12.0, v0=np.ones(len(eps), dtype=complex),
                 return_eigenvectors=False)[0]
    return np.sqrt(value)


NA, NC, exact, first, mean = results["TE"]
fd = finite_difference_index(n_cr) - finite_difference_index(n_am)
assert abs(fd / exact - 1) < 1e-3
assert abs(first / exact - 1) < 0.25
assert abs(mean - exact) < abs(first - exact)

A, C = guide(n_am, film_nm), guide(n_cr, film_nm)
IU, _ = integrals(A, NA, A, NA, "TE")
gamma = IU[2] / np.sum(IU)
d_eps = n_cr**2 - n_am**2
dB = 10 / np.log(10)
phase = lambda dN: k0 * cell_nm * dN.real
loss = lambda dN: dB * 2 * k0 * cell_nm * dN.imag
per_pi = lambda dN: 2 * np.pi * dB * dN.imag / dN.real
z = lambda v, n=5: f"{v.real:.{n}f} {v.imag:+.{n}f}i"

print(f"wavelength {wavelength:.0f} nm, k0 = {k0*1000:.4f} rad/um")
print(f"core {core_nm:.0f} nm, film {film_nm:.0f} nm, cell {cell_nm/1000:.0f} um")
print(f"indices: Si {n_si}, oxide {n_ox}, air {n_air}")
print(f"film index: amorphous {z(n_am,2)}, crystalline {z(n_cr,2)}")
print(f"film permittivity: amorphous {z(n_am**2,4)}, crystalline {z(n_cr**2,4)}")
print(f"permittivity change {z(d_eps,4)}")
print(f"TE mode index, bare guide {mode(guide(n_air,film_nm),'TE').real:.5f}")
print(f"TE mode index, amorphous {z(NA)}")
print(f"TE mode index, crystalline {z(NC)}")
print(f"TE film fraction Gamma {z(gamma,6)}")
for name, v in (("first order", first), ("two-ended mean", mean),
                ("layer solution", exact)):
    print(f"TE {name}: dN = {z(v)}")
    print(f"   phase {phase(v):.4f} rad, added loss {loss(v):.3f} dB")
    print(f"   added loss per pi of phase {per_pi(v):.2f} dB")
print(f"loss per pi from permittivities alone {per_pi(d_eps):.2f} dB")
print(f"amorphous cell loss {loss(NA):.4f} dB, crystalline {loss(NC):.3f} dB")
print(f"finite-difference TE dN = {z(fd)}")
for t in (1.0, 2.0, 5.0, 10.0):
    _, _, ex, fi, me = compare(guide(n_am, t), guide(n_cr, t), "TE")
    print(f"TE {t:.0f} nm: first/solution phase {fi.real/ex.real:.3f}, "
          f"loss {fi.imag/ex.imag:.3f}; mean {me.real/ex.real:.3f}, "
          f"{me.imag/ex.imag:.3f}")
for t in (1.0, 5.0):
    At, Ct = guide(n_am, t), guide(n_cr, t)
    Nt, _, ex, fi, me = compare(At, Ct, "TM")
    print(f"TM {t:.0f} nm: dN first {z(fi)}, mean {z(me)}, solution {z(ex)}")
    if t == 1.0:
        IUt, IWt = integrals(At, Nt, At, Nt, "TM")
        tangential = d_eps * IWt[2]
        normal = -Nt**2 * (1 / n_cr**2 - 1 / n_am**2) * IUt[2]
        print(f"   |normal/tangential| part {abs(normal/tangential):.5f}, "
              f"|old-field/first| {abs(old_field_rule(At, Nt, Ct)/fi):.5f}")
print(f"error orders in t: TE {orders['TE'][0]:.3f}, {orders['TE'][1]:.3f}; "
      f"TM {orders['TM'][0]:.3f}, {orders['TM'][1]:.3f}")
print(f"buried TM film 0.1 nm: first/solution {z(first_b/exact_b,4)}")
print(f"   old-field/solution {z(naive_b/exact_b,4)}, ec/ea {z(contrast,4)}")

# sizes of neglected effects, all for the TE example
strip_nm = 1000.0
lateral = lambda n: [iso(n_air), iso(n, strip_nm), iso(n_air)]
start = complex(real_root(lateral(NA.real), "TM"))
strip = []
for target in (NA, NC):
    N = start
    for s in np.linspace(0, 1, 16):
        N = refine(lateral(NA.real + s * (target - NA.real)), N, "TM")
    strip.append(N)
v = strip[1] - strip[0]
print(f"strip {strip_nm:.0f} nm wide (effective index): phase {phase(v):.4f} rad, "
      f"loss {loss(v):.3f} dB")
shrink = 0.06
v = mode(guide(n_cr, film_nm * (1 - shrink)), "TE") - NA
print(f"film {100*shrink:.0f} % thinner when crystalline: phase {phase(v):.4f} rad, "
      f"loss {loss(v):.3f} dB")
cap_nm = 10.0
v = (mode(guide(n_cr, film_nm, cap=cap_nm), "TE")
     - mode(guide(n_am, film_nm, cap=cap_nm), "TE"))
print(f"oxide cap {cap_nm:.0f} nm: phase {phase(v):.4f} rad, loss {loss(v):.3f} dB")
dn_dT, heating = 1.8e-4, 50.0             # rough silicon value per K; K
v = mode(guide(n_am, film_nm, silicon=n_si + dn_dT * heating), "TE") - NA
print(f"silicon dn/dT {dn_dT:.1e} /K, heated {heating:.0f} K: "
      f"phase {phase(v):.4f} rad")
B = guide(n_air, film_nm)
NB = mode(B, "TE")
cross = np.sum(integrals(B, NB, C, NC, "TE", conj=True)[0])
norm_b = np.sum(integrals(B, NB, B, NB, "TE", conj=True)[0]).real
norm_c = np.sum(integrals(C, NC, C, NC, "TE", conj=True)[0]).real
match = abs(cross)**2 / (norm_b * norm_c)
assert 0 < match < 1
print(f"edge, bare to crystalline: mismatch loss {-dB*np.log(match):.4f} dB, "
      f"reflection {abs((NC-NB)/(NC+NB))**2:.2e}")
print("done: every assertion held")
```

Running it gives:

```
wavelength 1550 nm, k0 = 4.0537 rad/um
core 220 nm, film 5 nm, cell 2 um
indices: Si 3.48, oxide 1.444, air 1.0
film index: amorphous 4.00 +0.05i, crystalline 6.00 +0.90i
film permittivity: amorphous 15.9975 +0.4000i, crystalline 35.1900 +10.8000i
permittivity change 19.1925 +10.4000i
TE mode index, bare guide 2.83490
TE mode index, amorphous 2.85815 +0.00065i
TE mode index, crystalline 2.89056 +0.01973i
TE film fraction Gamma 0.009276 +0.000025i
TE first order: dN = 0.03110 +0.01695i
   phase 0.2522 rad, added loss 1.194 dB
   added loss per pi of phase 14.87 dB
TE two-ended mean: dN = 0.03241 +0.01915i
   phase 0.2628 rad, added loss 1.348 dB
   added loss per pi of phase 16.12 dB
TE layer solution: dN = 0.03241 +0.01908i
   phase 0.2627 rad, added loss 1.344 dB
   added loss per pi of phase 16.07 dB
loss per pi from permittivities alone 14.79 dB
amorphous cell loss 0.0457 dB, crystalline 1.389 dB
finite-difference TE dN = 0.03241 +0.01908i
TE 1 nm: first/solution phase 0.992, loss 0.977; mean 1.000, 1.000
TE 2 nm: first/solution phase 0.983, loss 0.954; mean 1.000, 1.001
TE 5 nm: first/solution phase 0.960, loss 0.889; mean 1.000, 1.003
TE 10 nm: first/solution phase 0.923, loss 0.792; mean 1.000, 1.012
TM 1 nm: dN first 0.01489 +0.00806i, mean 0.01490 +0.00806i, solution 0.01490 +0.00806i
   |normal/tangential| part 0.00260, |old-field/first| 1.00350
TM 5 nm: dN first 0.07481 +0.04040i, mean 0.07439 +0.03896i, solution 0.07444 +0.03921i
error orders in t: TE 2.001, 3.001; TM 1.956, 2.997
buried TM film 0.1 nm: first/solution 0.9997 -0.0001i
   old-field/solution 2.2146 +0.6194i, ec/ea 2.2152 +0.6197i
strip 1000 nm wide (effective index): phase 0.2710 rad, loss 1.385 dB
film 6 % thinner when crystalline: phase 0.2346 rad, loss 1.248 dB
oxide cap 10 nm: phase 0.2658 rad, loss 1.359 dB
silicon dn/dT 1.8e-04 /K, heated 50 K: phase 0.0725 rad
edge, bare to crystalline: mismatch loss 0.0130 dB, reflection 1.06e-04
done: every assertion held
```
